# Rotationally invariant power-spectrum descriptors from an atom-centred density

## 1. The situation

A surrogate model for the energy of silicon in a strained transistor channel receives the positions of the atoms around each site. Without an external field, turning all atoms together changes their coordinates but not the energy. Inputs that do not change either build this symmetry into the model. This appendix constructs such inputs from a smooth neighbour density, shows what they retain and lose, and evaluates them for a strained silicon site.

Put the central atom at the origin and its neighbours, all of one species, at $\mathbf r_j$, with $r_j=|\mathbf r_j|$. Define
$$\rho(\mathbf r)=\sum_j f(r_j)\,e^{-|\mathbf r-\mathbf r_j|^2/2\sigma^2}.$$
The sum makes neighbour labels irrelevant, and the choice of origin removes translations. The weight $f$ depends on distance only. Here $f=1$ up to 0.40 nm, then $f(s)=\tfrac12[1+\cos(\pi(s-0.40)/0.10)]$ with $s$ in nm, and $f=0$ beyond 0.50 nm. The density $\rho$ is a geometrical object, not an electron density. Lengths are in nm throughout.

The radial functions are
$$g_n(r)=\sqrt{2/R}\,\frac{\sin(n\pi r/R)}{r},\qquad \int_0^R r^2g_ng_{n'}\,dr=\frac2R\int_0^R\sin\frac{n\pi r}{R}\sin\frac{n'\pi r}{R}\,dr=\delta_{nn'},$$
with $g_n=0$ for $r>R$. The $Y_{lm}$ are orthonormal spherical harmonics with the Condon–Shortley phase. The coefficients and the descriptor are
$$c_{nlm}=\int g_n(r)Y^*_{lm}(\hat{\mathbf r})\rho(\mathbf r)\,d^3r,\qquad p_{nn'l}=\sum_{m=-l}^{l}c_{nlm}c^*_{n'lm}.$$
Since $\rho$ is dimensionless, $c$ has unit nm$^{3/2}$ and $p$ has unit nm$^3$.

## 2. Why the contraction is invariant

Let $Q$ be a rotation. The angular Laplacian commutes with rotations, so a rotated $Y_{lm}$ stays in the space of the same $l$:
$$Y_{lm}(Q^{-1}\hat{\mathbf r})=\sum_{m'}D^l_{m'm}(Q)\,Y_{lm'}(\hat{\mathbf r}).$$
Rotation preserves integrals over the sphere, so the functions on the left are orthonormal. Inserting the right side gives $\sum_{m'}D^{l*}_{m'k}D^l_{m'm}=\delta_{km}$. The matrix is square, hence also $DD^\dagger=1$.

The rotated density is $\rho'(\mathbf r)=\rho(Q^{-1}\mathbf r)$. Substituting $\mathbf r=Q\mathbf s$,
$$c'_{nlk}=\int g_n(s)\,Y^*_{lk}(Q\hat{\mathbf s})\,\rho(\mathbf s)\,d^3s.$$
Set $\hat{\mathbf r}=Q\hat{\mathbf s}$ in the definition of $D$, multiply by $D^{l*}_{km}$ and sum over $m$. Unitarity gives $Y_{lk}(Q\hat{\mathbf s})=\sum_mD^{l*}_{km}Y_{lm}(\hat{\mathbf s})$, so
$$c'_{nlk}=\sum_mD^l_{km}c_{nlm}.$$
Therefore
$$p'_{nn'l}=\sum_{mm'}\Big(\sum_kD^l_{km}D^{l*}_{km'}\Big)c_{nlm}c^*_{n'lm'}=\sum_{mm'}\delta_{mm'}c_{nlm}c^*_{n'lm'}=p_{nn'l}.$$
Completeness of the basis was not used. Invariance holds at any truncation in $n$ and $l$, provided every $m$ of a retained $l$ is kept and $g_n$ does not depend on $m$.

For a test, take environment A with neighbours (0.20, 0.05, 0.08), (−0.10, 0.21, 0.03), (−0.06, −0.12, 0.22), (0.09, −0.18, −0.12) and (0.30, −0.10, 0.28) nm, and $\sigma=0.05$ nm. A rotation by $zyz$ Euler angles (0.7, 1.1, −0.4) rad changes the $l=3$ coefficients by 1.4 times their own norm. It changes $p$ by $5\times10^{-16}$ of its largest element, which is rounding.

## 3. Why equal $l$ must be contracted

Average over all rotations, written $\langle\cdot\rangle$. Let $B_{mm'}=c_{nlm}c^*_{n'l'm'}$ and $A=\langle D^l(Q)BD^{l'}(Q)^\dagger\rangle$, so that $A_{kk'}=\langle c'_{nlk}c'^*_{n'l'k'}\rangle$. A further rotation $P$ merely relabels the average, so $D^l(P)A=AD^{l'}(P)$.

For rotations about $z$, $D^l$ is diagonal with elements $e^{-ik\alpha}$, which forces $A_{kk'}=a_k\delta_{kk'}$. For infinitesimal rotations the relation becomes $J_+A=AJ_+$, where $J_+$ raises $m$ by one with factor $j_l(k)=\sqrt{(l-k)(l+k+1)}$. Its element in row $k+1$, column $k$ reads
$$j_l(k)\,a_k=a_{k+1}\,j_{l'}(k).$$

- If $l'=l$, all $a_k$ are equal. The trace gives $(2l+1)a=\mathrm{tr}\,B=p_{nn'l}$.
- If $l'>l$, column $k=-l-1$ exists but the row of that index does not. The left side is then zero while $j_{l'}(-l-1)\neq0$, so $a_{-l}=0$, and the recursion makes every $a_k$ zero. Complex conjugation covers $l'<l$.

Hence
$$\langle c'_{nlm}c'^*_{n'l'm'}\rangle=\delta_{ll'}\delta_{mm'}\frac{p_{nn'l}}{2l+1}.$$
An invariant quadratic form equals its own average, so it is a linear combination of the $p_{nn'l}$. Products without a conjugate add nothing, because a real $\rho$ has $c^*_{nlm}=(-1)^mc_{nl,-m}$. As a counter-case, the contraction $\sum_{m=-2}^{2}c_{n2m}c^*_{n3m}$ for environment A, with $n=1,\dots,5$, changes by 0.60 of its norm under the rotation above.

## 4. Closed form and geometrical content

The sum $\sum_mY_{lm}(\hat{\mathbf a})Y^*_{lm}(\hat{\mathbf b})$ is unchanged when both directions rotate, by unitarity of $D$, so it depends on their angle $\gamma$ alone. Put $\hat{\mathbf b}$ along $z$, where $Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}$, and use $Y_{l0}(\hat{\mathbf a})=\sqrt{(2l+1)/4\pi}\,P_l(\cos\gamma)$:
$$\sum_mY_{lm}(\hat{\mathbf a})Y^*_{lm}(\hat{\mathbf b})=\frac{2l+1}{4\pi}P_l(\cos\gamma).$$

In the Gaussian, $|\mathbf r-\mathbf r_j|^2=r^2+r_j^2-2rr_j\cos\gamma$. With $x=rr_j/\sigma^2$ the angular factor is $e^{x\cos\gamma}$. Its Legendre expansion is
$$e^{x\cos\gamma}=\sum_l(2l+1)\,i_l(x)P_l(\cos\gamma),\qquad i_l(x)=\tfrac12\int_{-1}^1e^{xt}P_l(t)\,dt,$$
where $i_l$ is the modified spherical Bessel function of the first kind. Replacing $P_l$ by the sum over $m$ turns the factor $2l+1$ into $4\pi$. Integration against $Y^*_{lm}(\hat{\mathbf r})$ then leaves
$$c_{nlm}=\sum_jf(r_j)I_{nl}(r_j)Y^*_{lm}(\hat{\mathbf r}_j),$$
$$I_{nl}(s)=4\pi\int_0^Rr^2g_n(r)\,e^{-(r-s)^2/2\sigma^2}\big[e^{-x}i_l(x)\big]dr,\qquad x=\frac{rs}{\sigma^2}.$$
The bracket is the scaled Bessel function. Evaluating it as one unit avoids the product of a very large and a very small number.

Insert this into $p$ and apply the addition theorem once more:
$$p_{nn'l}=\frac{2l+1}{4\pi}\sum_{jk}f(r_j)f(r_k)I_{nl}(r_j)I_{n'l}(r_k)P_l(\cos\theta_{jk}).$$
Each term holds two distances and the angle between them at the central atom. All factors are real, and exchanging $j$ and $k$ shows $p_{nn'l}=p_{n'nl}$. Inversion leaves distances and angles unchanged, so a chiral environment and its mirror image have the same $p$.

## 5. The inner product to use

Let $S(Q)=\int\rho_A(\mathbf r)\rho_B(Q^{-1}\mathbf r)\,d^3r$ be the overlap of A with rotated B. In a complete basis, with negligible density beyond $R$, $S=\sum_{nlm}c^{A*}_{nlm}c'^B_{nlm}$. Its mean retains $l=0$ alone, since section 3 with $l'=0$ gives $\langle D^l\rangle=0$ for $l>0$:
$$\langle S\rangle=\sum_nc^A_{n00}c^B_{n00}.$$
All angular information is gone. The square keeps part of it. Since $S$ is real, $S^2=SS^*$, and section 3 applied to the B coefficients gives
$$\langle S^2\rangle=\sum_{nn'l}\Big(\sum_mc^{A*}_{nlm}c^A_{n'lm}\Big)\frac{p^B_{nn'l}}{2l+1}=\sum_{nn'l}\frac{p^A_{nn'l}\,p^B_{nn'l}}{2l+1}.$$
The feature vector is therefore $q_{nn'l}=p_{nn'l}/\sqrt{2l+1}$, divided by its norm. The distance used below is $d=|q_A-q_B|$. If only $n\le n'$ is stored, the entries with $n<n'$ need a factor $\sqrt2$ to preserve the inner product.

Take environment B with neighbours (0, 0.24, 0.05), (0.22, −0.08, 0.06) and (−0.15, −0.05, −0.20) nm. Direct averaging of $S^2$ over Euler angles gives $2.018898\times10^{-7}$ nm$^6$. The spectral sum with $n\le24$, $l\le20$ gives the same digits.

## 6. Invariant does not mean complete

Place four neighbours at equal distance on a circle, at multiples of 45° given by $\{0,1,3,4\}$ or by $\{0,1,2,5\}$. The six pair angles are 45°, 45°, 90°, 135°, 135°, 180° in both cases. With equal distances, the pair formula gives identical $p$ for every $n,n',l$.

The shapes nevertheless differ. In the first set the two 45° pairs, (0,1) and (3,4), have no atom in common; in the second, (0,1) and (1,2) share one. No rotation or reflection can change that.

The information missing here is of higher order in the density. Define the normalized kernel $\langle S_{AB}^k\rangle/\sqrt{\langle S_{AA}^k\rangle\langle S_{BB}^k\rangle}$, now with A and B the two rings. At a radius of 0.2351 nm it equals 1.00000000 for $k=2$ and 0.962 for $k=3$. The rings are a mathematical counterexample: neighbours 45° apart would be 0.18 nm from each other, too close for silicon. They show that a model built on $p$ of one site must assign both the same value, however flexible its regression.

## 7. A silicon site

Take a lattice constant of 0.543 nm, $\sigma=0.05$ nm, $R=0.70$ nm, $n\le12$ and $l\le8$. Symmetry in $n,n'$ leaves $\tfrac12\cdot12\cdot13\cdot9=702$ components. There are 28 neighbours inside the cutoff: 4, 12 and 12 in three shells.

**One component by hand.** The four nearest neighbours lie at 0.2351 nm, with $f=1$ and $\cos\theta=-1/3$ between different bonds. Their angular sum is $4P_l(1)+12P_l(-1/3)$. For $l=3$, $P_3(-1/3)=\tfrac12(-5/27+1)=11/27$, so the sum is $4+132/27=8.889$. With $I_{13}=9.071\times10^{-3}$ and $I_{23}=8.091\times10^{-3}$ nm$^{3/2}$,
$$p_{12,3}=\frac{7}{4\pi}(9.071\times10^{-3})(8.091\times10^{-3})(8.889)=3.634\times10^{-4}\ \text{nm}^3.$$

**Vanishing channels.** The coefficients of a symmetric environment are unchanged by its symmetry rotations. The average of $D^l$ over those rotations projects onto such vectors, and its trace counts them. The tetrahedral site has the identity, eight rotations by 120° and three by 180°. With $\mathrm{tr}\,D^l=\sum_ke^{-ik\alpha}$ the count is
$$N_l=\tfrac1{12}\big[2l+1+8\chi_l+3(-1)^l\big],$$
where $\chi_l=1,0,-1$ for $l=0,1,2$, repeating with period 3. This gives $N_1=N_2=N_5=0$, so these channels vanish. The computed values of $\sum_np_{nnl}$ there are below $10^{-33}$ nm$^3$, against $3.6\times10^{-3}$ nm$^3$ for $l=0$.

**Response to strain.** Let every neighbour move as $\mathbf r_j\to(1+\varepsilon)\mathbf r_j$ with symmetric $\varepsilon$, and let $F$ be a smooth function of $p$. A symmetry rotation $Q$ maps the unstrained environment to itself, so the strains $\varepsilon$ and $Q\varepsilon Q^T$ produce environments that differ by a rotation, and $F$ is equal for both. Its linear term $\mathrm{tr}(M\varepsilon)$ then needs $M=QMQ^T$. The 180° rotations about the cube axes remove the off-diagonal elements of $M$, and the 120° rotations make the diagonal ones equal. The linear term is thus proportional to $\mathrm{tr}\,\varepsilon$, and a traceless strain enters at second order.

Doubling a strain from 0.0005 to 0.001 confirms this: $d$ grows by a factor of 2.002 for a hydrostatic strain and by a factor of 4.004 for the traceless strain $(e,e,-2e)$.

**The channel.** Take an in-plane strain of 1% and a normal strain of −0.77%, the latter from a rough elastic ratio $2C_{12}/C_{11}=0.77$. Strain along the cube axes keeps the three 180° rotations, which forbid a net force on any atom, so the atoms follow the strain without internal shifts. The mean strain is $(2\times1-0.77)/3=0.41\%$, and the traceless remainder is $(0.59,0.59,-1.18)\%$.

| Deformation | $d$ |
|---|---|
| full strain | 0.0185 |
| hydrostatic part alone | 0.0191 |
| traceless part alone | 0.0015 |

The distance mainly registers the volume change, although the traceless strain components are larger. Here the full value lies slightly below the hydrostatic one, so the traceless part does not simply add to the length of the feature change. The numbers belong to this descriptor setting, in which the third shell at 0.450 nm lies in the middle of the taper. With the taper at 0.40–0.44 nm the three distances are 0.0263, 0.0262 and 0.0008; with the taper at 0.47–0.53 nm they are 0.0249, 0.0252 and 0.0009. Changing $\sigma$ to 0.03 or 0.07 nm moves the full-strain distance to 0.041 or 0.008. In all these settings the hydrostatic part exceeds the traceless part by a factor of ten or more. For selecting training structures, this means that a threshold of, say, $d=0.005$ in this basis would discard the traceless deformation as a duplicate of unstrained silicon. Selection by $d$ near a tetrahedral site should therefore be supplemented by explicit coverage of shear.

## 8. What the static, truncated description leaves out

**Truncation.** In a complete basis $\sum_{nl}p_{nnl}=\int\rho^2d^3r$. The working basis captures 82% of this squared norm, called density norm in the output; $n\le24$, $l\le30$ captures 99.9999%. The full-strain distance is 0.0185 in the small basis and 0.0186 in the large one. That agreement was found for this deformation and does not establish convergence for others: the traceless distance rises from 0.0015 to 0.0017 in the large basis.

**Atomic motion.** A harmonic mode has $\langle u^2\rangle=(\hbar/2M\omega)\coth(\hbar\omega/2k_BT)$ along one axis. Average over the Debye distribution $3\omega^2/\omega_D^3$ with $\hbar\omega_D=k_B\Theta$, and use $\coth(y/2)=1+2/(e^y-1)$:
$$\langle u^2\rangle=\frac{3\hbar^2}{Mk_B\Theta}\left[\frac14+\Big(\frac T\Theta\Big)^2\int_0^{\Theta/T}\frac{y\,dy}{e^y-1}\right].$$
The first term is zero-point motion. For silicon with a rough $\Theta=640$ K, the root-mean-square displacement along each axis is 0.0065 nm at 300 K and 0.0074 nm at 400 K. This $\Theta$ is typical of the low-temperature heat capacity. Diffraction at room temperature gives a larger displacement, roughly 0.0076 nm, so the amplitudes used here are on the low side. Drawing independent displacements for all atoms, 200 times, gives root-mean-square distances from the static site of 0.046 and 0.053. Other random samples of similar size give values about 0.001 to 0.002 higher, so the last digit is uncertain.

In this estimate with independent displacements, a typical thermal snapshot at 300 K is thus roughly 2.5 times farther from the static crystal than the strained site is. The ratio depends on the cutoff: it is about 2.1 with the taper at 0.40–0.44 nm and 1.6 with the taper at 0.47–0.53 nm. The signal survives averaging: with the same displacements applied to both lattices, the mean features of strained and unstrained silicon differ by 0.0176, with a sampling error of 0.0002. Without shared displacements, the noise of each mean is $0.042/\sqrt N$. Reducing the noise of the difference to a tenth of the signal needs $N\approx2(0.042/0.00176)^2\approx1100$ independent site samples per lattice, if both have the same spread. The spread itself is sampled to a few per cent, so this number is uncertain by about ten per cent. It also inherits the assumption of independent displacements and changes when neighbours move together.

**Comparison with a real channel.** The atoms of a working channel at 300 to 400 K are not static. In the estimate above, their motion alone gives single-site distances near 0.05, against 0.0185 for the static strain. Real neighbours also move partly together, which the independent displacements ignore; this lowers the distance at a given amplitude. A harmonic Keating model at 300 K with bond-stretching constant 48.5 N/m gives 0.036 for a bond-bending constant of 13.8 N/m (displacement 0.0060 nm) and 0.043 for 7 N/m (displacement 0.0075 nm), still about twice the static strain distance. Thermal expansion is smaller: a rough $3\times10^{-6}$ K$^{-1}$ over 100 K gives $d=0.0014$. Near an interface with silicon–germanium, the description must also distinguish the species. One way is to use a separate density for each. The coefficients of each species transform with the same $D^l$, so $\sum_mc^{a}_{nlm}c^{b*}_{n'lm}$ is invariant by the argument of section 2.

The numerical output below lists the values for each $l$ and the remaining inputs.

## Values computed for the example and the checks

```
Gaussian width 0.050 nm; radial box 0.70 nm
cutoff 0.50 nm; taper width 0.10 nm
basis: n_max 12, l_max 8
independent components 702
coefficient vs 3D quadrature, rel. error 5.2e-15
p after rotation, rel. change 4.9e-16
p after inversion, rel. change 3.4e-16
l=3 coefficients after rotation, rel. change 1.406
mixed l=2,3 contraction, rel. change 0.602
mean squared overlap, direct   2.018898e-07 nm^6
mean squared overlap, from p   2.018898e-07 nm^6
mean overlap, direct 3.487500e-04 nm^3
mean overlap, l=0 sum 3.487500e-04 nm^3
ring pair: rel. difference of p 1.8e-16
ring pair: least cosine mismatch 1.4142
ring pair: normalized square kernel 1.00000000
ring pair: normalized cubic kernel 0.96242
Si lattice constant 0.543 nm; bond 0.2351 nm
neighbours inside cutoff 28
nearest shell, sum of P_0 over pairs 16.0000
nearest shell, sum of P_1 over pairs -0.0000
nearest shell, sum of P_2 over pairs -0.0000
nearest shell, sum of P_3 over pairs 8.8889
nearest shell, sum of P_4 over pairs 4.1481
nearest shell, sum of P_5 over pairs -0.0000
I_13(bond) 9.07135e-03 nm^1.5
I_23(bond) 8.09051e-03 nm^1.5
nearest shell p_(n=1,n'=2,l=3) 3.63399e-04 nm^3
l=0 sum_n p_nnl: Si 3.645e-03, strained 3.522e-03 nm^3
l=1 sum_n p_nnl: Si 1.735e-35, strained 3.559e-35 nm^3
l=2 sum_n p_nnl: Si 3.692e-35, strained 8.992e-07 nm^3
l=3 sum_n p_nnl: Si 1.291e-03, strained 1.265e-03 nm^3
l=4 sum_n p_nnl: Si 8.161e-04, strained 8.198e-04 nm^3
l=5 sum_n p_nnl: Si 2.680e-34, strained 5.551e-06 nm^3
l=6 sum_n p_nnl: Si 3.460e-03, strained 3.467e-03 nm^3
l=7 sum_n p_nnl: Si 7.972e-04, strained 7.343e-04 nm^3
l=8 sum_n p_nnl: Si 8.669e-04, strained 8.839e-04 nm^3
strain in plane 1.00 %, normal -0.77 %
mean strain 0.410 %
doubling ratio: hydrostatic 2.002, traceless 4.004
feature distance, full strain 0.01854
feature distance, hydrostatic part 0.01912
feature distance, traceless part 0.00147
density norm captured: working basis 0.8161
density norm captured: n_max 24, l_max 30: 0.999999
full-strain distance in large basis 0.01858
Debye temperature 640 K; snapshots 200
rms axis displacement: 300 K 0.00652, 400 K 0.00736 nm
rms snapshot distance: 300 K 0.0463, 400 K 0.0534
300 K mean-feature shift 0.0194
300 K spread 0.0420; error of mean 0.0030
300 K averaged strain distance 0.01759
its paired sampling error 0.00023
expansion coefficient 3.0e-06 1/K
feature distance, 100 K expansion 0.00139
```
